# The crystal f-sum rule and its zone average, part 1

(Sections cited here and not found follow in the second part.)

An optical spectrum or dielectric constant computed from a band structure contains a sum over empty bands, and the sum has to be cut off at some band $M$. The same choice arises in a k·p model, where one decides which remote bands must be kept to get an effective mass right. The cutoff can be checked when the exact value of the complete sum of oscillator strengths is known, because the strength left out is then the difference between that value and the partial sum; quantities that weight the terms differently, such as a dielectric constant, are not fixed by this difference alone. For an atom the target is the Thomas–Reiche–Kuhn (TRK) value of one per electron. In a crystal the target depends on what is summed. At a single wavevector it is $1-m/m^*$, which can be large or negative. Averaged over the zone it is one for an isolated band, provided transitions into filled bands are counted. For transitions into empty bands only, it is the number of filled bands below a direct gap. In a metal, or with a nonlocal potential, it is a different number that can be computed.

## Setting and definitions

Hartree atomic units are used, $\hbar=m=e=1$. One electron moves in a local, bounded, lattice-periodic potential, $H=p^2/2+V(\mathbf r)$ with $\mathbf p=-i\nabla$. Everything below is a statement about such an independent-particle Hamiltonian, and all counting is per spin orbital. Bloch states are $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$ with $u$ periodic, bands are numbered upward in energy, and inner products are integrals over one cell with $\langle u_m|u_n\rangle=\delta_{mn}$.

Since $\mathbf p\,(e^{i\mathbf k\cdot\mathbf r}u)=e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\mathbf k)u$, and a local $V$ commutes with the phase factor, the Schrödinger equation becomes

$$H(\mathbf k)u_{n\mathbf k}=E_n(\mathbf k)u_{n\mathbf k},\qquad H(\mathbf k)=\tfrac12(\mathbf p+\mathbf k)^2+V. \tag{1}$$

$H(\mathbf k)$ acts on the periodic functions, a space that does not depend on $\mathbf k$, so it can be differentiated as an operator. With $\partial_\alpha=\partial/\partial k_\alpha$, define

$$v^\alpha=\partial_\alpha H,\qquad w^{\alpha\beta}=\partial_\alpha\partial_\beta H. \tag{2}$$

For the Hamiltonian (1),

$$v^\alpha=p_\alpha+k_\alpha,\qquad w^{\alpha\beta}=\delta_{\alpha\beta}. \tag{3}$$

The matrix element $v^\alpha_{mn}=\langle u_m|v^\alpha|u_n\rangle$ then equals $p^\alpha_{mn}=\langle\psi_{m\mathbf k}|p_\alpha|\psi_{n\mathbf k}\rangle$. The derivation is carried out with general $v$ and $w$, and (3) is inserted at the end, so that it is visible where locality enters. The oscillator strength from band $n$ to band $m$ at the same $\mathbf k$ is

$$f^{\alpha\beta}_{mn}(\mathbf k)=\frac{2\,\mathrm{Re}\,(v^\alpha_{nm}v^\beta_{mn})}{E_m-E_n}. \tag{4}$$

For a real polarization unit vector $\mathbf e$, the contraction $e_\alpha e_\beta f^{\alpha\beta}_{mn}$ is $2|\mathbf e\cdot\mathbf v_{mn}|^2/(E_m-E_n)$, because $v_{nm}=v_{mn}^*$. It is positive for an upward transition and negative for a downward one. In ordinary units, for a local potential, it reads $2|\mathbf e\cdot\mathbf p_{mn}|^2/[m(E_m-E_n)]$ and is dimensionless.

The weight of (4) in absorption follows from the golden rule. A uniform field $E_0\mathbf e\cos\omega t$ has vector potential $\mathbf A=-(E_0/\omega)\mathbf e\sin\omega t$ and enters as $\mathbf p\to\mathbf p+\mathbf A$, giving the perturbation $\mathbf A\cdot\mathbf v$ at first order. Its $e^{-i\omega t}$ part has magnitude $E_0|\mathbf e\cdot\mathbf v_{mn}|/2\omega$, so the rate is $2\pi(E_0/2\omega)^2|\mathbf e\cdot\mathbf v_{mn}|^2\delta(\omega_{mn}-\omega)$ with $\omega_{mn}=E_m-E_n$. Multiplying by $\omega$ and using $|\mathbf e\cdot\mathbf v_{mn}|^2=f_{mn}\omega_{mn}/2$ gives the absorbed power $(\pi E_0^2/4)f_{mn}\delta(\omega_{mn}-\omega)$. The power per volume is $\sigma_1E_0^2/2$ by definition of the real conductivity, so for independent electrons without local fields, cell volume $\Omega$ and $\omega>0$,

$$\sigma_1(\omega)=\frac{\pi}{2\Omega}\Big\langle\sum_{n\ \mathrm{occ}}\ \sum_{m\ \mathrm{empty}}f_{mn}\,\delta(\omega_{mn}-\omega)\Big\rangle_{\rm BZ}, \tag{5}$$

where $\langle\cdot\rangle_{\rm BZ}$ is the zone average. The area under the interband spectrum is $\pi/2\Omega$ times the averaged strength into empty states.

## Smoothness in k

The derivation differentiates eigenvalues and eigenvectors, and this is where degeneracy matters. Let $C$ be a closed contour in the complex energy plane that encloses a group of eigenvalues of $H(\mathbf k)$ and passes through none. With the resolvent $R(z)=[z-H(\mathbf k)]^{-1}$, the operator $P=(2\pi i)^{-1}\oint_C R\,dz$ projects on the enclosed eigenstates, as one sees from $R=\sum_m|u_m\rangle\langle u_m|/(z-E_m)$ and the residue theorem. By (1), $H(\mathbf k+\mathbf q)=H(\mathbf k)+\Delta$ with $\Delta=\mathbf q\cdot(\mathbf p+\mathbf k)+q^2/2$. For bounded $V$ the resolvent produces functions of finite kinetic energy, so $\Delta R$ is a bounded operator whose norm goes to zero with $q$. The series $R+R\Delta R+R\Delta R\Delta R+\dots$ for the resolvent at $\mathbf k+\mathbf q$ therefore converges uniformly on $C$ for small $q$, and $P(\mathbf k+\mathbf q)$ is a convergent power series in $\mathbf q$. The projector on any group of levels separated by a gap from all others is smooth in $\mathbf k$, whatever the levels do inside the group. For one nondegenerate level, $u_n(\mathbf k+\mathbf q)\propto P(\mathbf k+\mathbf q)u_n(\mathbf k)$ is a smooth eigenvector and $E_n$ is smooth. At a degeneracy no contour isolates one level and the argument gives nothing for that level alone.

## The rule at one wavevector

Let band $n$ be nondegenerate at $\mathbf k$. Differentiating $(H-E_n)u_n=0$ with the product rule gives

$$(v^\alpha-\partial_\alpha E_n)\,u_n+(H-E_n)\,\partial_\alpha u_n=0. \tag{6}$$

Project on $u_n$. The second term vanishes because $H$ is Hermitian and $\langle u_n|(H-E_n)=0$, which leaves the group velocity

$$\partial_\alpha E_n=\langle u_n|v^\alpha|u_n\rangle. \tag{7}$$

Project (6) on $u_m$ with $m\ne n$. Orthogonality removes $\partial_\alpha E_n$, and $\langle u_m|(H-E_n)=(E_m-E_n)\langle u_m|$, so

$$\langle u_m|\partial_\alpha u_n\rangle=\frac{v^\alpha_{mn}}{E_n-E_m}. \tag{8}$$

Differentiate (7) with respect to $k_\beta$. The derivative acts on the operator, the bra and the ket, and the last two terms are complex conjugates of each other because $v^\alpha$ is Hermitian:

$$\partial_\alpha\partial_\beta E_n=w^{\alpha\beta}_{nn}+2\,\mathrm{Re}\,\langle u_n|v^\alpha|\partial_\beta u_n\rangle. \tag{9}$$

Insert the complete set $\sum_m|u_m\rangle\langle u_m|=1$ after $v^\alpha$. In the term $m=n$ the factor $v^\alpha_{nn}$ is real, and $2\,\mathrm{Re}\langle u_n|\partial_\beta u_n\rangle=\partial_\beta\langle u_n|u_n\rangle=0$, so that term drops out for any smooth choice of phase. The other terms follow from (8):

$$\partial_\alpha\partial_\beta E_n=w^{\alpha\beta}_{nn}+\sum_{m\neq n}\frac{2\,\mathrm{Re}(v^\alpha_{nm}v^\beta_{mn})}{E_n-E_m}. \tag{10}$$

The denominator has the opposite sign to that of (4), so the sum is $-\sum_{m\ne n}f^{\alpha\beta}_{mn}$, and

$$\sum_{m\ne n}f^{\alpha\beta}_{mn}(\mathbf k)=w^{\alpha\beta}_{nn}-\partial_\alpha\partial_\beta E_n. \tag{11}$$

For a local potential (3) gives $w_{nn}^{\alpha\beta}=\delta_{\alpha\beta}$. With the inverse mass tensor defined at any $\mathbf k$ by $(1/m^*)_{\alpha\beta}=\hbar^{-2}\partial_\alpha\partial_\beta E_n$, the crystal f-sum rule in ordinary units is

$$\sum_{m\ne n}f^{\alpha\beta}_{mn}(\mathbf k)=\delta_{\alpha\beta}-m\left(\frac1{m^*}\right)_{\alpha\beta}. \tag{12}$$

The sum runs over all other bands, whether higher or lower, empty or filled; occupation never entered. It converges absolutely, since $\sum_m|v^\alpha_{mn}|^2=\langle u_n|(v^\alpha)^2|u_n\rangle$ is finite and $|E_m-E_n|$ is bounded below by the distance to the nearest level. Degeneracies among the other bands are harmless, because the sum over a degenerate set involves only the projector on that set.

For a diagonal component, higher bands contribute non-negative $f$ and lower the curvature $m/m^*$ from its free value 1; lower bands raise it. For the lowest band all diagonal strengths are non-negative, so $m/m^*\le1$ along every direction at every nondegenerate $\mathbf k$. Written as $1=\sum f+m/m^*$, the rule has a direct meaning. A static uniform $\mathbf A$ turns $H(\mathbf k)$ into $H(\mathbf k+\mathbf A)$. The second-order energy of state $n$ is the diamagnetic term $A^2/2$ plus the perturbation sum $-\tfrac12A_\alpha A_\beta\sum f^{\alpha\beta}$, and it must equal $\tfrac12A_\alpha A_\beta\,\partial_\alpha\partial_\beta E_n$. The unit weight of the electron is split into an interband part and an intraband part $m/m^*$, the inverse inertia with which the electron accelerates inside its band.

## Length form and the atomic rule

For normalizable bound states of $H=p^2/2+V$, the commutator $[H,x]=\tfrac12[p_x^2,x]=-ip_x$ has matrix elements $(E_m-E_n)x_{mn}=-ip_{mn}$, so

$$p_{mn}=i(E_m-E_n)\,x_{mn},\qquad f_{mn}=2(E_m-E_n)|x_{mn}|^2. \tag{13}$$

The double commutator is $[x,[H,x]]=-i[x,p_x]=1$. Its expectation value in state $n$, with a complete set inserted, is $\sum_m x_{nm}(E_m-E_n)x_{mn}-\sum_m(E_n-E_m)x_{nm}x_{mn}$, hence

$$\sum_m 2(E_m-E_n)|x_{mn}|^2=1. \tag{14}$$

This is the TRK rule. The proof cannot be repeated for a Bloch state, because $x\psi_{n\mathbf k}$ grows with distance and is not of Bloch form. Differentiating $\psi=e^{i\mathbf k\cdot\mathbf r}u$ gives $x\psi_{n\mathbf k}=-i\partial_{k_x}\psi_{n\mathbf k}+e^{i\mathbf k\cdot\mathbf r}\,i\partial_{k_x}u_{n\mathbf k}$. The first term connects neighbouring wavevectors of the same band. The second is of Bloch form at $\mathbf k$ and defines the interband position element $r_{mn}=i\langle u_m|\partial_{k_x}u_n\rangle$, $m\neq n$. By (8), $r_{mn}=iv_{mn}/(E_n-E_m)$, and solving for $v_{mn}$,

$$v_{mn}=i(E_m-E_n)\,r_{mn},\qquad f_{mn}=2(E_m-E_n)|r_{mn}|^2. \tag{15}$$

This has the form of (13), so the crystal strength (4) is the counterpart of the atomic one. The difference between (12) and (14) is the intraband term $m/m^*$, which a discrete bound level does not have.

## Zone average for an isolated band

For a reciprocal lattice vector $\mathbf G$, multiplication by $e^{i\mathbf G\cdot\mathbf r}$ is a unitary map of the periodic functions onto themselves, and $(\mathbf p+\mathbf k)e^{i\mathbf G\cdot\mathbf r}u=e^{i\mathbf G\cdot\mathbf r}(\mathbf p+\mathbf k+\mathbf G)u$. Therefore

$$H(\mathbf k+\mathbf G)=e^{-i\mathbf G\cdot\mathbf r}H(\mathbf k)\,e^{i\mathbf G\cdot\mathbf r},\qquad E_n(\mathbf k+\mathbf G)=E_n(\mathbf k), \tag{16}$$

the second statement because unitarily equivalent operators have the same ordered spectrum.

Suppose band $n$ touches no other band at any $\mathbf k$. Then $E_n$ is smooth everywhere, and $g=\partial_\beta E_n$ is smooth and periodic. Write $\mathbf k=\sum_js_j\mathbf b_j$ with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, so that $s_j=\mathbf a_j\cdot\mathbf k/2\pi$. The Jacobian is constant, so the zone average is the integral over the unit cube in $s$, and the chain rule gives $\partial_\alpha=\sum_j(a_{j\alpha}/2\pi)\,\partial/\partial s_j$. In the $j$-th term the $s_j$ integral is done first:

$$\langle\partial_\alpha g\rangle_{\rm BZ}=\sum_j\frac{a_{j\alpha}}{2\pi}\int\prod_{i\ne j}ds_i\ \big[g(s_j=1)-g(s_j=0)\big]=0. \tag{17}$$

The bracket vanishes because the two arguments differ by $\mathbf b_j$. The average inverse mass of an isolated band is zero, and averaging (12) gives

$$\Big\langle\sum_{m\ne n}f^{\alpha\beta}_{mn}\Big\rangle_{\rm BZ}=\delta_{\alpha\beta}. \tag{18}$$

Sum and average may be interchanged, because the sum of absolute values is bounded uniformly by the kinetic energy and the smallest gap. A filled band holds one electron per cell and spin, so (18) is the TRK value of one per electron. The intraband weights of its electrons cancel, which is the statement that a filled isolated band acquires no current from a static shift of $\mathbf k$.

## Several filled bands and transitions into empty states

Equation (18) counts transitions into filled bands, which the Pauli principle removes from (5). Exchanging $m$ and $n$ in (4) turns $v^\alpha_{nm}v^\beta_{mn}$ into its complex conjugate, leaving the real part unchanged, and reverses the denominator:

$$f^{\alpha\beta}_{nm}=-f^{\alpha\beta}_{mn}. \tag{19}$$

If the lowest $N$ bands are filled and each is isolated, summing (18) over $n\le N$ cancels the filled–filled terms in pairs and leaves $N\delta_{\alpha\beta}$ for transitions into empty bands. The result survives when the filled bands touch each other, but the proof must avoid individual bands.

Assume a direct gap, $E_{N+1}(\mathbf k)>E_N(\mathbf k)$ at every $\mathbf k$. The projector $P$ on the lowest $N$ states is then smooth, and so is $S(\mathbf k)=\sum_{n\le N}E_n=\mathrm{Tr}(PH)$. Let $Q=1-P$. Differentiating $P^2=P$ gives $\partial P=(\partial P)P+P\,\partial P$. Multiplying on both sides by $P$ gives $P\,\partial P\,P=2P\,\partial P\,P$, so this block is zero; multiplying on both sides by $Q$ gives $Q\,\partial P\,Q=0$. Thus $\partial P$ connects only filled with empty states. Since $H$ has no such elements, $\mathrm{Tr}(\partial_\alpha P\,H)=0$, and

$$\partial_\alpha S=\mathrm{Tr}(Pv^\alpha),\qquad \partial_\alpha\partial_\beta S=\mathrm{Tr}(Pw^{\alpha\beta})+\mathrm{Tr}(\partial_\beta P\,v^\alpha). \tag{20}$$

Differentiating $[H,P]=0$ gives $[v^\beta,P]+[H,\partial_\beta P]=0$. Between an empty state $m$ on the left and a filled state $n$ on the right the first commutator is $v^\beta_{mn}(1-0)$ and the second is $(E_m-E_n)(\partial_\beta P)_{mn}$, so $(\partial_\beta P)_{mn}=-v^\beta_{mn}/(E_m-E_n)$, and $(\partial_\beta P)_{nm}$ is its conjugate. The last trace in (20) is the sum over such pairs of $(\partial_\beta P)_{mn}v^\alpha_{nm}$ plus its conjugate, which is $-f^{\alpha\beta}_{mn}$. With $\mathrm{Tr}(Pw^{\alpha\beta})=N\delta_{\alpha\beta}$ for a local potential,

$$\sum_{n\le N}\sum_{m>N}f^{\alpha\beta}_{mn}(\mathbf k)=N\delta_{\alpha\beta}-\partial_\alpha\partial_\beta S. \tag{21}$$

Only denominators across the gap appear. $S$ is periodic by (16) and smooth, so (17) applies with $g=\partial_\beta S$:

$$\Big\langle\sum_{n\le N}\sum_{m>N}f^{\alpha\beta}_{mn}\Big\rangle_{\rm BZ}=N\delta_{\alpha\beta}. \tag{22}$$

By (5), $\int_0^\infty\sigma_1\,d\omega=\pi N/2\Omega$ per spin for such an insulator. The same proof holds for any group isolated above and below, with $m$ running over all bands outside the group. The total (22) is not shared equally. For an isolated filled band the strength into empty bands is 1 minus its averaged strength into the other filled bands, so for a diagonal component it is at most 1 for the lowest band and at least 1 for the highest filled band. For a valence group isolated above and below, the group rule likewise gives a strength into empty bands equal to the number of valence electrons minus the averaged strength into the filled bands below, which for a diagonal component is non-positive. The valence count is therefore exact when no filled bands lie below, or when their matrix elements with the valence bands vanish, and is otherwise a lower bound on the target.

For a local potential, the complete strength sum at one wavevector is fixed by the band curvature, and its zone average is one for an isolated band, or $N$ for transitions from $N$ filled bands into empty bands across a direct gap. What remains is to test these rules numerically on a chain and to treat band crossings, partly filled bands, the flat-band limit, spin-orbit coupling and nonlocal potentials.
